# Recovering the Two-Loop Electron g−2 Coefficient with PSLQ

## What fixes the form of the answer

The electron anomaly $a_e=(g-2)/2$ is dimensionless. Take QED with electrons and photons alone, in units $\hbar=c=1$, and let $\alpha$ be defined by the electron's charge at zero momentum transfer and $m$ be its physical mass. For the anomaly, also taken at zero momentum transfer, $m$ is then the one dimensional quantity left after renormalization. A charge defined at another momentum scale would bring in a second one. A dimensionless function of one mass cannot depend on it, so

$$a_e=\frac12\frac{\alpha}{\pi}+A\left(\frac{\alpha}{\pi}\right)^2+\dots$$

with $A$ a pure number. A second mass $M$, such as that of a muon in a closed loop, would allow a function of $m/M$, and the argument would fail.

Dimensional analysis does not say which pure number. Loop integrals over rational functions often yield rational numbers, logarithms, powers of $\pi$ and zeta values. This suggests, but does not prove, the hypothesis

$$A=r_1+r_2\pi^2+r_3\zeta(3)+r_4\pi^2\ln2,\qquad r_i\ \text{rational}.$$

Multiplication by a common denominator turns this into a relation with integer coefficients. The datum is the established theoretical value, rounded to 20 decimals,

$$A=-0.32847896557919378458 .$$

The diagrammatic calculation behind it is not repeated here. Its closed form has long been known, and a value with this many decimals can be obtained by evaluating it. The search below receives only the decimals, so it is a rediscovery that shows how the method works. The task is to find the integers, and to know how many decimals make them credible.

## Two numbers by hand

Suppose a rational number $t$ is known to two decimals, $t\simeq0.43$. We want integers with $m_0t+m_1=0$. Rounding shifts $t$ by at most $\delta=0.005$, so the true relation satisfies

$$|0.43\,m_0+m_1|\le 0.005\,|m_0| .\tag{1}$$

Take $x=(0.43,1)$. A vector orthogonal to $x$ is $h=(1,-0.43)$; its normalization cancels in the ratios below. Keep residuals $y=(0.43,1)$ and integer columns $b_1=(1,0)$, $b_2=(0,1)$, so that $y_j=x\cdot b_j$.

The integer nearest to $h_2/h_1=-0.43$ is 0, so nothing can be reduced. Exchange the two entries:

$$h=(-0.43,1),\quad y=(1,0.43),\quad b_1=(0,1),\ b_2=(1,0).$$

Now $h_2/h_1=-2.33$, with nearest integer $t'=-2$. Subtract $t'h_1$ from $h_2$ and add $t'$ times the second column to the first:

$$h_2=1-0.86=0.14,\quad y_1=1-0.86=0.14,\quad b_1=(-2,1).$$

Condition (1) would need $0.14\le0.01$, so this column is rejected. Exchange again: $h=(0.14,-0.43)$, $y=(0.43,0.14)$, $b_1=(1,0)$, $b_2=(-2,1)$. The ratio is $-3.07$, so $t'=-3$ and

$$y_1=0.43-0.42=0.01,\qquad b_1=(1,0)-3(-2,1)=(7,-3).$$

Since $0.01\le7\times0.005=0.035$, the column is accepted: $7t-3=0$, or $t=3/7$. For two numbers the method is Euclid's algorithm with nearest-integer quotients.

Is the answer credible? For a denominator $q$, the multiples $qt$ fall within $q\delta$ of an integer with mean frequency $2q\delta$. The expected number of accidental pairs with $q\le H$ is therefore

$$\sum_{q=1}^{H}2q\delta=H(H+1)\delta .$$

With $H=7$ this is $0.28$ for two decimals and $2.8$ for one. Indeed, one decimal, $t\simeq0.4$, admits both $2/5$ and $3/7$. The decimals must outweigh the number of candidates.

## The method for n numbers

Let $x=(x_1,\dots,x_n)$, with the target first and no zero entries, and let $s_j^2=\sum_{k\ge j}x_k^2$. Define an $n\times(n-1)$ matrix $H_x$, zero above the diagonal, by

$$(H_x)_{jj}=\frac{s_{j+1}}{s_j},\qquad (H_x)_{ij}=-\frac{x_ix_j}{s_js_{j+1}}\quad(i>j).$$

Column $j$ is orthogonal to $x$, because

$$x_j\frac{s_{j+1}}{s_j}-\frac{x_j}{s_js_{j+1}}\sum_{i>j}x_i^2=0 .$$

Its squared length is $(s_{j+1}^2+x_j^2)/s_j^2=1$. Below its diagonal entry it is proportional to $x$, so it is also orthogonal to every later column. The columns thus form an orthonormal basis of the space in which exact relations lie.

Start with $H=H_x$, $B=1$ and $y=x/|x|$. Throughout, $B$ is an integer matrix of determinant $\pm1$, $y=xB/|x|$, and $H=B^{-1}H_xQ$ with $Q$ orthogonal. Repeat three operations.

1. **Reduce.** For $i=2,\dots,n$ and $j=i-1,\dots,1$, let $t$ be the integer nearest to $H_{ij}/H_{jj}$. Subtract $t$ times row $j$ of $H$ from row $i$. Add $t$ times column $i$ of $B$ to column $j$, and $t\,y_i$ to $y_j$. Afterwards $|H_{ij}|\le|H_{jj}|/2$.
2. **Exchange.** Choose the $r$ that maximizes $\gamma^r|H_{rr}|$. Exchange rows $r,r+1$ of $H$, the same columns of $B$, and the same entries of $y$.
3. **Rotate.** If $r<n-1$, the exchange leaves an entry above the diagonal. A rotation of columns $r,r+1$ of $H$ removes it.

The condition on $\gamma$ follows from the new diagonal entry. For $r<n-1$,

$$|H_{rr}^{\rm new}|=\sqrt{H_{r+1,r}^2+H_{r+1,r+1}^2}\le|H_{rr}|\sqrt{\frac14+\frac1{\gamma^2}} .$$

The first term uses the reduction, the second the choice of $r$. The entry shrinks if $\gamma>2/\sqrt3$. For $r=n-1$ it shrinks at least by half.

After each reduction, test every column $m$ of $B$ with $m_0\ne0$, where $m_0$ multiplies the target. For a target rounded to $D$ decimals, accept it if

$$|m\cdot x|\le\tfrac12\,|m_0|\,10^{-D}.\tag{2}$$

In the runs $\gamma=1.16$, and $1/2$ is replaced by $0.51$ to allow for the rounding of the datum itself. The exchange counts and thresholds quoted below belong to this $\gamma$. No guess of the coefficients is needed, but the arithmetic must carry more than $D$ digits.

**What can be excluded.** Let $m\ne0$ be an exact relation of the input vector. It lies in the span of $H_x$, so $m=H_xH_x^Tm$. The nonzero integer vector $c=B^{-1}m$ is then

$$c=Hw,\qquad w=Q^TH_x^Tm,\qquad |w|=|m| .$$

Let $w_j$ be the first nonzero component of $w$. Because $H$ vanishes above its diagonal, $c_j=H_{jj}w_j$. With $H_{jj}\neq0$ this is a nonzero integer, so $|w_j|\ge1/|H_{jj}|$ and

$$|m|\ge\frac{1}{\max_j|H_{jj}|}.\tag{3}$$

This concerns the input as given. In the hand example, the normalized entry $0.14/\sqrt{1+0.43^2}$ gives the bound $7.78$, while $(7,-3)$ has length $7.62$. There is no contradiction: $(7,-3)$ is a relation of $(3/7,1)$, not of $(0.43,1)$. With rounded data, (3) alone does not exclude a relation of the underlying number.

## How many decimals are needed

Count the accidental relations with $|m_i|\le H$ and $m_0>0$, for a target known to $\pm\delta$. Let $X$ be the largest constant in the basis. Fix $m_0$ and all coefficients except that of $X$; the latter $n-2$ coefficients have $(2H+1)^{n-2}$ choices. The multiples of $X$ are spaced by $X$, and the allowed window has width $2m_0\delta$. If the sums are evenly distributed relative to this spacing, the mean number of hits is $2m_0\delta/X$. Summing over $m_0$ gives

$$E=(2H+1)^{n-2}\,\frac{H(H+1)\,\delta}{X}.\tag{4}$$

The required multiple of $X$ must itself lie in the box. This holds, up to edge effects, if $X$ is at least the sum of the other magnitudes. Here $X=\pi^2\simeq9.87$, and the others, including $|A|$, add to $9.37$. For $n=2$, $X=1$, equation (4) is the hand count.

Even distribution is an assumption. Direct enumeration at $\delta=0.002$ tests it, with $\zeta(3)$ left out of the basis for $n=4$:

| $n$ | $H$ | counted | equation (4) |
|---|---|---|---|
| 4 | 60 | 10856 | 10859 |
| 5 | 14 | 1037 | 1038 |
| 5 | 20 | 5871 | 5866 |

Setting $\delta=10^{-D}/2$ and $E=1$ gives the estimated threshold

$$D^*=\log_{10}\frac{(2H+1)^{n-2}H(H+1)}{2X}.\tag{5}$$

For $H\gg1$,

$$D^*\simeq n\log_{10}H+(n-3)\log_{10}2-\log_{10}X .$$

Each decade in coefficient height costs $n$ decimals, and each extra constant costs about $\log_{10}(2H+1)$. One of the $n$ powers of $H$ comes from the target's error, which is multiplied by $m_0$. Read the other way, $D$ decimals admit a shortest accidental relation of typical height

$$H_c\simeq\left(\frac{X\,10^D}{2^{n-3}}\right)^{1/n}.\tag{6}$$

For 40 random targets with $n=5$, the geometric mean of the shortest heights is 6.5, 11.4 and 16.9 at $D=4,5,6$. Equation (6) gives 7.6, 12.0 and 19.0.

## A part that can be proved

The part of $A$ with a closed electron loop in the photon line can be computed in full from two one-loop inputs. Set $m=1$. The first is the anomaly due to a photon of squared mass $s$, in units of $\alpha/\pi$:

$$K(s)=\int_0^1dx\,\frac{x^2(1-x)}{x^2+(1-x)s},\qquad K(0)=\frac12 .$$

The second is the charge-renormalized polarization at spacelike momentum $Q^2$. It multiplies the photon propagator by $1+(\alpha/\pi)P(Q^2)$, with

$$P(Q^2)=2\int_0^1dz\,z(1-z)\ln[1+z(1-z)Q^2].$$

With $s_0=1/[z(1-z)]$, the logarithm is

$$\ln\left(1+\frac{Q^2}{s_0}\right)=\int_{s_0}^{\infty}\frac{ds}{s}\,\frac{Q^2}{s+Q^2}.$$

Hence $P/Q^2$ is a superposition of massive propagators $1/(Q^2+s)$ with weight $2z(1-z)\,dz\,ds/s$, and each contributes $K(s)$. Writing

$$K(s)=\int_0^1dx\,(1-x)\frac{Q_x^2}{Q_x^2+s},\qquad Q_x^2=\frac{x^2}{1-x},$$

and doing the $s$ integral first gives

$$A_{\rm vp}=\int_0^1dx\,(1-x)\,P(Q_x^2).$$

At this momentum the logarithm's argument factorizes:

$$1+z(1-z)\frac{x^2}{1-x}=\frac{(1-xz)(1-x+xz)}{1-x}.$$

The two factors are exchanged by $z\to1-z$ and contribute equally. With $L=-\ln(1-x)$ and the power series of $\ln(1-xz)$,

$$P=\frac L3-4\sum_{k\ge1}\frac{x^k}{k(k+2)(k+3)} .$$

Now $\int_0^1(1-x)L\,dx=1/4$ and $\int_0^1(1-x)x^k\,dx=1/[(k+1)(k+2)]$, so

$$A_{\rm vp}=\frac1{12}-4S,\qquad S=\sum_{k\ge1}\frac1{k(k+1)(k+2)^2(k+3)} .$$

The summand has the partial fractions

$$\frac{1}{12k}-\frac{1}{2(k+1)}+\frac{1}{4(k+2)}+\frac{1}{2(k+2)^2}+\frac{1}{6(k+3)} .$$

The coefficients of the simple fractions add to zero, so their divergent sums cancel. What remains of them is minus the missing first terms, $-(-\frac12+\frac14\cdot\frac32+\frac16\cdot\frac{11}{6})=-\frac{13}{72}$. The squared term gives $\frac12(\frac{\pi^2}{6}-\frac54)$. Thus $S=\pi^2/12-29/36$ and

$$A_{\rm vp}=\frac{119}{36}-\frac{\pi^2}{3}.$$

Quadrature gives $0.0156874218591\ldots$, and PSLQ, given 30 decimals and the full basis, returns

$$36A_{\rm vp}-119+12\pi^2=0$$

with zero coefficients for the other constants. The bound (3) at that point is 107.94, below the length 124.9 of the relation. For rounded input (3) does not require this, as the hand example showed. The sign is physical: $P>0$ because screening weakens at short distance, which strengthens the exchange.

For a heavy lepton of mass $M\gg m$ in the loop, $Q^2$ is replaced by $Q^2m^2/M^2$. To leading order $P\simeq Q^2m^2/(15M^2)$, since $2\int_0^1z^2(1-z)^2dz=1/15$. The contribution becomes

$$\frac{m^2}{15M^2}\int_0^1x^2\,dx=\frac{m^2}{45M^2}.$$

It depends on a mass ratio, so a fixed basis of pure constants no longer suffices.

## The full coefficient

From the first 14 decimals of the datum, after 49 exchanges, PSLQ returns

$$144A-197-12\pi^2-108\zeta(3)+72\pi^2\ln2=0 .$$

Division by 144 gives

$$\boxed{A=\frac{197}{144}+\frac{\pi^2}{12}+\frac34\zeta(3)-\frac{\pi^2}{2}\ln2}$$

The six decimals not used in the search now serve as a test. The formula gives $-0.328478965579193784582\ldots$, which differs from the datum by $2.2\times10^{-21}$, within its rounding error of $5\times10^{-21}$. This is strong evidence that the formula and the datum are the same number, not a proof. Nor is it an independent check of the diagrams, since the datum is taken as given.

The test can fail. Without $\pi^2\ln2$ in the basis, 14 decimals still yield an accepted relation,

$$8542A-3315-76\pi^2+5716\zeta(3)=0 .$$

It misses the full datum by $2.8\times10^{-15}$. That is invisible at 14 decimals, but more than $10^5$ times the rounding error at 20.

Subtracting the proved part leaves

$$A-A_{\rm vp}=-\frac{31}{16}+\frac{5\pi^2}{12}+\frac34\zeta(3)-\frac{\pi^2}{2}\ln2\simeq-0.344166 ,$$

which PSLQ also finds directly. The rational parts agree: $197/144-476/144=-279/144=-31/16$. The negative remainder outweighs the positive loop part by a factor of about 22. The whole second-order term is $A(\alpha/\pi)^2\simeq-1.7723\times10^{-6}$, without muon, tau, hadronic or weak effects.

## Measured cost

For $A$, $n=5$ and $H=197$, so equation (5) gives

$$D^*=\log_{10}\frac{395^3\times197\times198}{2\times9.87}\simeq11.1 .$$

The measured threshold is 11 decimals: the correct relation is returned there and at every larger number of decimals scanned. This says what PSLQ returns, not that the answer is unique. At 11 and still at 12 decimals a different relation, of height 185, also satisfies (2). The threshold also moves with the settings: it is 13 for $\gamma=2$. For $A-A_{\rm vp}$ the height falls to 93 and the estimate to 9.5, yet the threshold is again 11. A lower estimate need not lower the threshold in a single case.

Below threshold PSLQ still answers, but wrongly. At $D=5$ it returns height 20 although a relation of height 12 is acceptable. At $D=7$ it returns height 12, and at $D=9$ height 1412, where equation (6) gives 76. Equation (6) describes the shortest accidental relation, which PSLQ does not promise to find. A large height is a warning, but a small one is no guarantee.

Longer scans need more than 20 decimals. These are generated from the boxed formula, so they measure the algorithm and add no evidence for $A$. Adding $\ln2$, $\ln^22$ and $\ln^32$ in turn gives:

| $n$ | decimals needed | $D^*$ |
|---|---|---|
| 5 | 11 | 11.1 |
| 6 | 14 | 13.7 |
| 7 | 17 | 16.3 |
| 8 | 21 | 18.9 |

The measured cost per constant is 3.3 decimals against an estimated 2.6. The added constants also make the sum of the other magnitudes exceed $\pi^2$ slightly, so (5) is less well founded there. The entries also depend on $\gamma$: with $\gamma=1.3$ the last one is 24 instead of 21. The excess is not explained here.

For random relations with $n=5$, the target's coefficient is set to $H$ and the others are drawn between $-H$ and $H$. The resulting targets can be much larger than $|A|$, so the condition on $X$ stated under (4) can fail here too. Averaged over six samples per height:

| $H$ | mean decimals needed | $D^*$ |
|---|---|---|
| $10$ | 6.5 | 4.7 |
| $10^2$ | 10.7 | 9.6 |
| $10^3$ | 15.3 | 14.6 |
| $10^4$ | 22.0 | 19.6 |

The fitted slope is 5.1 decimals per decade of $H$, against the predicted $n=5$. Single cases scatter by about one decimal, so with six samples each mean is uncertain by roughly half a decimal or more and the slope by a few tenths. The means lie 0.7 to 2.4 decimals above $D^*$, so $D^*$ is a guide to the scale and not a sufficient precision. In these runs about three extra decimals cover the mean excess; single cases can need more. Further decimals should be held back for the test.

The estimate also presumes constants with no integer relation among themselves. If the basis contained both $\zeta(2)$ and $\pi^2$, then $6\zeta(2)-\pi^2=0$ could be added to any relation, and the coefficients of $A$ would not be unique. If a needed constant is missing, no number of decimals helps. Held-back digits can reveal the failure, but several are needed: a false relation can survive one more digit by chance. Most values quoted here can be compared with the numerical output below.

## Calculated quantities

```
input A = -0.32847896557919378458 (dimensionless)
decimals used for the fit: 14 ; PSLQ exchanges: 49
relation for (A, 1, pi^2, zeta3, pi^2 ln2): [144, -197, -12, -108, 72]
coefficients of A: 197/144 1/12 3/4 -1/2
A from relation = -0.328478965579193784582172816965
|relation - datum| = 2.17e-21
without pi^2 ln2, accepted relation: [8542, -3315, -76, 5716]
its miss on the full datum = 2.77e-15
A_vp by quadrature = 0.01568742185910268261072522
A_vp relation: [36, -119, 12, 0, 0]
PSLQ norm bound: 107.94 ; norm found: 124.9
A - A_vp = -0.344166387438296467
its relation: [48, 93, -20, -36, 24]
its coefficients: -31/16 5/12 3/4 -1/2
A: height 197, decimals needed 11, estimate 11.1
A - A_vp: height 93, decimals needed 11, estimate 9.5
chance relations with target uncertainty 0.002
  n=4 H=60: counted 10856, formula 10859
  n=5 H=14: counted 1037, formula 1038
  n=5 H=20: counted 5871, formula 5866
shortest chance relation, n=5, random targets: 40
  D=4: geometric mean height 6.5, estimate 7.6
  D=5: geometric mean height 11.4, estimate 12.0
  D=6: geometric mean height 16.9, estimate 19.0
PSLQ on too few decimals of A, n=5
  D=5: height 20, shortest 12, estimate 12, miss 9.9e-7
  D=7: height 12, shortest 12, estimate 30, miss 8.4e-8
  D=9: height 1412, shortest above 30, estimate 76, miss 1.6e-10
A in larger bases, adding ln2, ln2^2, ln2^3 in turn
  n=5: decimals needed 11, estimate 11.1
  n=6: decimals needed 14, estimate 13.7
  n=7: decimals needed 17, estimate 16.3
  n=8: decimals needed 21, estimate 18.9
decimals per added constant: 3.33, estimate 2.60
random relations, n=5, samples per height: 6
  H=10: mean decimals needed 6.50, estimate 4.71
  H=100: mean decimals needed 10.67, estimate 9.62
  H=1000: mean decimals needed 15.33, estimate 14.61
  H=10000: mean decimals needed 22.00, estimate 19.61
decimals per decade of H: 5.12, estimate 5
A (alpha/pi)^2 = -1.77230506e-06 (dimensionless)
```
